# Counting Points for Spherical Quadrature: Lebedev Grids and Product Rules: test program

```python
"""
Result under test: a quadrature rule on the unit sphere that is exact for all
spherical harmonics l <= L needs about (L+1)^2/3 points by parameter counting.
Lebedev grids reach this number; a Gauss-Legendre x uniform-azimuth product
rule needs (L+1)^2/2 points (odd L).

Symbols: N = number of points, L = degree of exactness, weights sum to 1 so
that a rule gives the mean over the sphere. n_theta, n_phi = product-rule sizes.
The count is an estimate, not a bound: a 32-point rule below it is built here.
"""
import itertools
import math
import numpy as np
from scipy.integrate import quad
from pyscf import gto
from pyscf.dft import gen_grid

rng = np.random.default_rng(7)
helium = gto.M(atom="He 0 0 0", basis="sto-3g", verbose=0)


def lebedev(n_points):
    """Angular grid taken from an atomic grid with one shell of radius 1."""
    def one_shell(*args, **kwargs):
        return np.array([1.0]), np.array([1.0])
    table = gen_grid.gen_atomic_grids(
        helium, atom_grid={"He": (1, n_points)},
        radi_method=one_shell, prune=None)
    points, volume_weights = table["He"]
    return np.array(points), np.array(volume_weights) / (4 * np.pi)


def product_rule(n_theta, n_phi):
    z, wz = np.polynomial.legendre.leggauss(n_theta)
    phi = 2 * np.pi * np.arange(n_phi) / n_phi
    s = np.sqrt(1 - z**2)
    points = np.stack([np.outer(s, np.cos(phi)).ravel(),
                       np.outer(s, np.sin(phi)).ravel(),
                       np.repeat(z, n_phi)], axis=1)
    return points, np.repeat(wz / 2, n_phi) / n_phi


def harmonic_errors(points, weights, lmax):
    """Norm over m of the quadrature error, harmonics of unit mean square."""
    x, y, z = points.T
    square = np.zeros(lmax + 1)
    sectoral = np.ones(len(z), dtype=complex)
    for m in range(lmax + 1):
        if m > 0:
            sectoral = sectoral * (x + 1j * y) * math.sqrt((2*m + 1) / (2*m))
        older, current = np.zeros_like(sectoral), sectoral
        for l in range(m, lmax + 1):
            if l > m:
                a = math.sqrt((4*l*l - 1) / (l*l - m*m))
                b = math.sqrt(((l-1)**2 - m*m) / (4*(l-1)**2 - 1)) \
                    if l > m + 1 else 0.0
                older, current = current, a * (z * current - b * older)
            error = np.sum(weights * current) - (1.0 if l == 0 else 0.0)
            square[l] += (1 if m == 0 else 2) * abs(error)**2
    return np.sqrt(square)


def measured_degree(points, weights):
    """Largest L with no error up to L, and the errors themselves."""
    errors = harmonic_errors(points, weights, int(math.sqrt(3*len(weights))) + 3)
    failed = np.flatnonzero(errors > 1e-8)
    assert len(failed) > 0
    return int(failed[0]) - 1, errors


def exponents(max_degree):
    return [(a, b, c) for a in range(max_degree + 1)
            for b in range(max_degree + 1 - a)
            for c in range(max_degree + 1 - a - b)]


def monomial_values(points, max_degree):
    x, y, z = points.T
    return np.array([x**a * y**b * z**c for a, b, c in exponents(max_degree)]).T


def numerical_rank(matrix):
    singular = np.linalg.svd(matrix, compute_uv=False)
    return int(np.sum(singular > 1e-9 * singular[0]))


def random_directions(count):
    v = rng.normal(size=(count, 3))
    return v / np.linalg.norm(v, axis=1)[:, None]


def variation_rank(points, max_degree):
    """Rank of the moment changes caused by all weights and all angles."""
    x, y, z = points.T
    gradient = np.array([[a * x**max(a-1, 0) * y**b * z**c,
                          b * x**a * y**max(b-1, 0) * z**c,
                          c * x**a * y**b * z**max(c-1, 0)]
                         for a, b, c in exponents(max_degree)])
    t1 = np.cross(points, np.array([0.31, 0.52, 0.79]))
    t1 /= np.linalg.norm(t1, axis=1)[:, None]
    t2 = np.cross(points, t1)
    rows = [monomial_values(points, max_degree)]
    for tangent in (t1, t2):
        rows.append(np.einsum("kcp,pc->pk", gradient, tangent))
    return numerical_rank(np.vstack(rows))


# --- number of conditions and independence of the parameters ---------------
dimension = {}
for L in (2, 5, 8):
    dimension[L] = numerical_rank(monomial_values(random_directions(400), L))
    assert dimension[L] == (L + 1)**2
generic_rank = variation_rank(random_directions(12), 5)
assert generic_rank == 36

golden = (1 + math.sqrt(5)) / 2
vertices = np.array([np.roll([0, s, t * golden], k)
                     for k in range(3) for s in (1, -1) for t in (1, -1)])
vertices = vertices / math.sqrt(1 + golden**2)
icosa_degree, _ = measured_degree(vertices, np.full(12, 1 / 12))
icosa_rank = variation_rank(vertices, 5)
assert icosa_degree == 5 and icosa_rank <= 33

# --- a rule below the count: icosahedron vertices plus face centres --------
edge_cosine = 1 / math.sqrt(5)
faces = []
for i, j, k in itertools.combinations(range(12), 3):
    cosines = [vertices[i] @ vertices[j], vertices[j] @ vertices[k],
               vertices[i] @ vertices[k]]
    if np.allclose(cosines, edge_cosine):
        centre = vertices[i] + vertices[j] + vertices[k]
        faces.append(centre / np.linalg.norm(centre))
faces = np.array(faces)
assert len(faces) == 20
legendre6 = np.polynomial.legendre.Legendre.basis(6)
at_vertex = np.sum(legendre6(vertices @ vertices[0]))
at_face = np.sum(legendre6(vertices @ faces[0]))
w_vertex, w_face = np.linalg.solve(
    np.array([[12, 20], [12 * at_vertex, 20 * at_face]]), np.array([1.0, 0.0]))
points32 = np.vstack([vertices, faces])
weights32 = np.concatenate([np.full(12, w_vertex), np.full(20, w_face)])
degree32, _ = measured_degree(points32, weights32)
count32 = (degree32 + 1)**2 / 3
assert degree32 == 9 and len(points32) < count32

# --- product rule: degree reached, and lost when one node is removed -------
for L in (5, 11, 16, 17, 23, 29):
    n_theta, n_phi = math.ceil((L + 1) / 2), L + 1
    assert measured_degree(*product_rule(n_theta, n_phi))[0] == L
    assert measured_degree(*product_rule(n_theta - 1, n_phi))[0] < L
    assert measured_degree(*product_rule(n_theta, n_phi - 1))[0] < L
fewer_theta = measured_degree(*product_rule(14, 30))[0]
fewer_phi = measured_degree(*product_rule(15, 29))[0]

# --- octahedral invariants from group characters ---------------------------
top = 131
orders = np.arange(top + 1)
character_sum = np.zeros(top + 1)
group_size = 0
for permutation in itertools.permutations(range(3)):
    for signs in itertools.product((1, -1), repeat=3):
        matrix = np.diag(signs)[:, permutation]
        determinant = round(np.linalg.det(matrix))
        angle = math.acos(max(-1, min(1, (determinant*np.trace(matrix)-1)/2)))
        character = 2 * np.cumsum(np.cos(orders * angle)) - 1
        parity = np.ones(top + 1) if determinant == 1 else (-1.0)**orders
        character_sum += parity * character
        group_size += 1
multiplicity = character_sum / group_size
assert group_size == 48
generated = np.zeros(top + 1)
for a in range(top // 4 + 1):
    for b in range(top // 6 + 1):
        if 4*a + 6*b <= top:
            generated[4*a + 6*b] += 1
assert np.max(np.abs(multiplicity - generated)) < 1e-8
invariants = np.rint(np.cumsum(multiplicity)).astype(int)


def orbit_census(points):
    """Orbit numbers by free position parameters (0, 1, 2), and their sizes."""
    x, y, z = points.T
    tol = 1e-6
    chosen = (x >= y - tol) & (y >= z - tol) & (z >= -tol)
    x, y, z = points[chosen].T
    walls = ((abs(x-y) < tol).astype(int) + (abs(y-z) < tol) + (abs(z) < tol))
    return [int(np.sum(walls == 2 - free)) for free in (0, 1, 2)]


# --- Lebedev grids: measured degree, size and parameter balance ------------
rows = []
for n_points in (14, 50, 110, 194, 302, 434, 590, 974, 5810):
    points, weights = lebedev(n_points)
    assert len(weights) == n_points
    L, errors = measured_degree(points, weights)
    fixed, one_free, two_free = orbit_census(points)
    unknowns = fixed + 2 * one_free + 3 * two_free
    assert 3 * (n_points - 2) == (L + 1)**2
    assert unknowns == invariants[L]
    rows.append((L, n_points, (L+1)**2 / 3, (L+1) * math.ceil((L+1) / 2),
                 fixed, one_free, two_free, unknowns, int(invariants[L])))
    if n_points == 302:
        inside, outside = np.max(errors[:L+1]), errors[L+1]
assert rows[-1][0] == 131

# --- separate check of one grid on Cartesian monomials ---------------------
points110, weights110 = lebedev(110)


def sphere_mean(powers):
    if any(p % 2 for p in powers):
        return 0.0
    top_part = math.prod(math.prod(range(1, p, 2)) for p in powers)
    return top_part / math.prod(range(1, sum(powers) + 2, 2))


sums = weights110 @ monomial_values(points110, 18)
deviations = {17: 0.0, 18: 0.0}
for powers, value in zip(exponents(18), sums):
    key = 18 if sum(powers) == 18 else 17
    deviations[key] = max(deviations[key], abs(value - sphere_mean(powers)))
assert deviations[17] < 1e-11 and deviations[18] > 1e-8

# A rule of degree 17 must separate all polynomials of degree 8.
square_rank = numerical_rank(monomial_values(points110, 8))
assert square_rank == 81 and square_rank <= 110

# --- worked example: neighbour Gaussian averaged over a sphere -------------
alpha, neighbour_distance, radius = 2.0, 2.5, 2.0
kappa = 2 * alpha * radius * neighbour_distance
exact_mean = (math.exp(-alpha * (radius**2 + neighbour_distance**2))
              * math.sinh(kappa) / kappa)
direct = quad(lambda u: 0.5 * math.exp(-alpha * (
    radius**2 + neighbour_distance**2 - 2*radius*neighbour_distance*u)),
    -1, 1, epsabs=1e-14, epsrel=1e-12)[0]
assert abs(direct / exact_mean - 1) < 1e-10
directions = random_directions(400)


def rms_relative_error(points, weights):
    separation2 = (radius**2 + neighbour_distance**2
                   - 2 * radius * neighbour_distance * directions @ points.T)
    means = np.exp(-alpha * separation2) @ weights
    return math.sqrt(np.mean((means / exact_mean - 1)**2))


error_lebedev = rms_relative_error(*lebedev(302))
error_same_degree = rms_relative_error(*product_rule(15, 30))
error_same_size = rms_relative_error(*product_rule(12, 24))
assert error_lebedev < 1e-6 and error_same_degree < 1e-6
assert error_same_size > 10 * error_lebedev

# --- output ----------------------------------------------------------------
print("All counts, degrees and relative errors are dimensionless")
for L, value in dimension.items():
    print(f"Independent conditions at L={L}: {value}")
print(f"Rank of parameter changes, 12 random points, L=5: {generic_rank}")
print(f"Same rank at the icosahedron vertices: {icosa_rank}")
print(f"Degree of the 12-vertex icosahedron rule: {icosa_degree}")
print(f"32-point rule: degree {degree32}, count (L+1)^2/3 = {count32:.3f}")
print(f"32-point rule weights: vertex {w_vertex:.8f}, face {w_face:.8f}")
print(f"Product rule 15 x 30 has degree "
      f"{measured_degree(*product_rule(15, 30))[0]}")
print(f"Product rule 14 x 30 has degree {fewer_theta}")
print(f"Product rule 15 x 29 has degree {fewer_phi}")
print("Lebedev grids; orbits listed by 0, 1, 2 free position parameters")
print("  L     N  (L+1)^2/3  product  N/product  orbits  unknowns  invariants")
for L, n, estimate, product, f0, f1, f2, unknowns, conditions in rows:
    print(f"{L:3d} {n:5d} {estimate:9.1f} {product:8d} {n/product:9.4f}"
          f"   {f0},{f1},{f2}   {unknowns}   {conditions}")
print(f"302-point grid: largest harmonic error for l<=29: {inside:.1e}")
print(f"302-point grid: harmonic error at l=30: {outside:.4f}")
print(f"110-point grid: monomial error, degree <=17: {deviations[17]:.1e}")
print(f"110-point grid: monomial error, degree 18: {deviations[18]:.1e}")
print(f"110-point grid: rank on polynomials of degree 8: {square_rank}")
print(f"Gaussian exponent alpha: {alpha:.1f} bohr^-2")
print(f"Neighbour distance R: {neighbour_distance:.1f} bohr")
print(f"Sphere radius r: {radius:.1f} bohr")
print(f"kappa = 2 alpha r R: {kappa:.1f}")
print(f"Exact spherical mean: {exact_mean:.10f}")
print(f"RMS relative error, Lebedev 302 (L=29): {error_lebedev:.2e}")
print(f"RMS relative error, product 450 (L=29): {error_same_degree:.2e}")
print(f"RMS relative error, product 288 (L=23): {error_same_size:.2e}")
print(f"Error ratio, product 288 to Lebedev 302: "
      f"{error_same_size / error_lebedev:.0f}")
shells = 75
print(f"Atomic grid with {shells} shells, Lebedev 302: {shells*302} points")
print(f"Atomic grid with {shells} shells, product 450: {shells*450} points")
print("success")
```

Output:

```
All counts, degrees and relative errors are dimensionless
Independent conditions at L=2: 9
Independent conditions at L=5: 36
Independent conditions at L=8: 81
Rank of parameter changes, 12 random points, L=5: 36
Same rank at the icosahedron vertices: 33
Degree of the 12-vertex icosahedron rule: 5
32-point rule: degree 9, count (L+1)^2/3 = 33.333
32-point rule weights: vertex 0.02976190, face 0.03214286
Product rule 15 x 30 has degree 29
Product rule 14 x 30 has degree 27
Product rule 15 x 29 has degree 28
Lebedev grids; orbits listed by 0, 1, 2 free position parameters
  L     N  (L+1)^2/3  product  N/product  orbits  unknowns  invariants
  5    14      12.0       18    0.7778   2,0,0   2   2
 11    50      48.0       72    0.6944   3,1,0   5   5
 17   110     108.0      162    0.6790   2,4,0   10   10
 23   194     192.0      288    0.6736   3,5,1   16   16
 29   302     300.0      450    0.6711   2,8,2   24   24
 35   434     432.0      648    0.6698   3,9,4   33   33
 41   590     588.0      882    0.6689   2,12,6   44   44
 53   974     972.0     1458    0.6680   2,16,12   70   70
131  5810    5808.0     8712    0.6669   3,41,100   385   385
302-point grid: largest harmonic error for l<=29: 2.6e-15
302-point grid: harmonic error at l=30: 1.5892
110-point grid: monomial error, degree <=17: 2.2e-16
110-point grid: monomial error, degree 18: 5.0e-07
110-point grid: rank on polynomials of degree 8: 81
Gaussian exponent alpha: 2.0 bohr^-2
Neighbour distance R: 2.5 bohr
Sphere radius r: 2.0 bohr
kappa = 2 alpha r R: 20.0
Exact spherical mean: 0.0151632665
RMS relative error, Lebedev 302 (L=29): 1.72e-09
RMS relative error, product 450 (L=29): 1.43e-09
RMS relative error, product 288 (L=23): 1.42e-06
Error ratio, product 288 to Lebedev 302: 826
Atomic grid with 75 shells, Lebedev 302: 22650 points
Atomic grid with 75 shells, product 450: 33750 points
success
```
